\section*{Why a Clean Metal Spacer Leaves an Oscillating Tunnel Magnetoresistance}

\section*{One spin returns, the other does not}

Take a tunnel junction with a ferromagnet F1, a barrier, a nonmagnetic metal N of thickness $d$, and a second ferromagnet F2. Let an electron cross the barrier at normal incidence and enter N with wave number $k$. Suppose that F2 offers a spin-up electron the same wave number $k$, but a spin-down electron a smaller one. The spin-up wave passes into F2 without reflection and carries no information about $d$. The spin-down wave is partly reflected, with a small real amplitude $r$. It returns to the barrier, is reflected there with a phase $\phi$, and meets the wave that is still arriving. To first order in $r$, the currents are in the ratio
\begin{equation}
\frac{J_\downarrow}{J_\uparrow}\simeq\left|1+r\,e^{i(2kd+\phi)}\right|^2\simeq 1+2r\cos(2kd+\phi).
\end{equation}
The spacer is unpolarized, yet the current entering it is not. The sign of the polarization changes with thickness, and the pattern repeats when $2k\,\Delta d=2\pi$, that is, when $\Delta d=\pi/k$.

Julliere's estimate treats the metal touching the barrier as the electrode. Since N has equal spin densities, it predicts no magnetoresistance. What it leaves out is the returning wave.

\section*{All round trips}

Let the bands be parabolic with the free-electron mass $m$, the interfaces flat, and the spin conserved. The magnetizations are parallel or antiparallel. The barrier, of width $b$, has decay constant $\kappa$, and $e^{-2\kappa b}\ll1$. The wave number in F2 is $k_s$ for spin $s$.

At the N/F2 interface, with $y$ measured from it, the wave is $e^{iky}+r_se^{-iky}$ on the left and $te^{ik_sy}$ on the right. Continuity of value and slope gives $1+r_s=t$ and $k(1-r_s)=k_st$, so
\begin{equation}
r_s=\frac{k-k_s}{k+k_s}.
\end{equation}

Now put $x=0$ at the barrier/N interface. A returning wave $e^{-ikx}+r_be^{ikx}$ joins a tail $\tau e^{\kappa x}$ in the barrier. Then $1+r_b=\tau$ and $ik(r_b-1)=\kappa\tau$, which give
\begin{equation}
r_b=\frac{ik+\kappa}{ik-\kappa}=\frac{k-i\kappa}{k+i\kappa}=e^{i\phi},\qquad \phi=-2\arctan\frac{\kappa}{k}.
\end{equation}
The modulus is one because escape back through a thick barrier is negligible.

The tunnelling wave arrives as $e^{-\kappa x}+\beta e^{\kappa x}$. Without a return from F2 it launches $t_0e^{ikx}$ in N, where $1+\beta=t_0$ and $-\kappa(1-\beta)=ikt_0$. Eliminating $\beta$ gives $t_0=2\kappa/(\kappa-ik)$. With the return included, the right-moving amplitude $c$ reproduces itself after each round trip:
\begin{equation}
c=t_0+r_br_se^{2ikd}c
\quad\Longrightarrow\quad
c=\frac{t_0}{1-r_se^{i\Phi}},\qquad \Phi=2kd+\phi .
\end{equation}
The net flux in N is proportional to $k|c|^2(1-r_s^2)$. Since $k|t_0|^2=\kappa D_N$ with $D_N=4\kappa k/(\kappa^2+k^2)$, this flux equals $\kappa D_s$, where
\begin{equation}
D_s(d)=D_N\frac{1-r_s^2}{1+r_s^2-2r_s\cos\Phi}.
\label{D}
\end{equation}

On the F1 side, an incident wave of wave number $k_1$ and reflection amplitude $R_1$ starts a decaying wave of amplitude $a$. From $1+R_1=a$ and $ik_1(1-R_1)=-\kappa a$ follows $a=2k_1/(k_1+i\kappa)$. Dividing the flux in N by the incident flux gives the transmission
\begin{equation}
T=\frac{|a|^2e^{-2\kappa b}\kappa D_s}{k_1}=e^{-2\kappa b}D_LD_s,\qquad D_L=\frac{4\kappa k_1}{\kappa^2+k_1^2}.
\end{equation}

Define $P_1$ and $P_2$ as the spin polarizations of $D_L$ and $D_s$. The parallel conductance $G_P$ is proportional to $1+P_1P_2$ and the antiparallel one, $G_{AP}$, to $1-P_1P_2$. Hence
\begin{equation}
\mathrm{TMR}=\frac{G_P-G_{AP}}{G_{AP}}=\frac{2P_1P_2}{1-P_1P_2}.
\end{equation}
If both magnets are alike, the direct barrier factors give
\begin{equation}
P_1=\frac{(k_\uparrow-k_\downarrow)(\kappa^2-k_\uparrow k_\downarrow)}{(k_\uparrow+k_\downarrow)(\kappa^2+k_\uparrow k_\downarrow)}.
\label{P1}
\end{equation}

\section*{What is preserved, and what is lost}

Set $z=r_se^{i\Phi}$. Because $(1-|z|^2)/|1-z|^2=\mathrm{Re}[(1+z)/(1-z)]$, a geometric series turns Eq. (\ref{D}) into
\begin{equation}
\frac{D_s}{D_N}=1+2\sum_{n\ge1}r_s^n\cos n\Phi .
\end{equation}
The average over one period is $D_N$ for either spin. Thus, at normal incidence through a thick barrier, $G_P-G_{AP}$ oscillates about zero: the spacer preserves an oscillation, not a mean conductance difference. The TMR is a ratio and need not average exactly to zero; for the junction worked out below its mean over one period at normal incidence is $-1.1\%$.

Adding probabilities instead of amplitudes shows why. If F2 reflects a fraction $R=r_s^2<1$ on each attempt, the total probability of entering it is $(1-R)(1+R+R^2+\cdots)=1$. A strongly reflected spin needs more attempts, but it gets in. Spin-dependent reflection selects spin here through interference.

The exception is a spin with no propagating state in F2. Then $|r_s|=1$ and that spin carries no current, while the other still averages to $D_N$. The mean difference need not vanish.

The largest polarization is also simple. The ratio $D_\uparrow/D_\downarrow$ is a quotient of two linear functions of $\cos\Phi$, hence monotonic in it, and its extremes lie at $\cos\Phi=\pm1$. There $D_s/D_N$ equals $k/k_s$ or $k_s/k$, so
\begin{equation}
|P_2|_{\max}=\frac{|k_\uparrow-k_\downarrow|}{k_\uparrow+k_\downarrow}.
\end{equation}
The spacer's wave number sets the period but cancels from this limit.

\section*{Why oblique electrons do not erase the period}

Let $u=k_\parallel^2$ be the squared in-plane wave number, which flat interfaces conserve. From here on $\kappa$ denotes its value at $u=0$, and $k_F$ is the Fermi wave number of N. For small $u$,
\begin{equation}
\sqrt{\kappa^2+u}\simeq\kappa+\frac{u}{2\kappa},\qquad
\sqrt{k_F^2-u}\simeq k_F-\frac{u}{2k_F}.
\end{equation}
The barrier therefore supplies the weight $e^{-bu/\kappa}$, and harmonic $n$ acquires the phase $-ndu/k_F$. Since $d^2k_\parallel=\pi\,du$, the angular factor is
\begin{equation}
\frac{\int_0^\infty e^{-bu/\kappa-indu/k_F}\,du}{\int_0^\infty e^{-bu/\kappa}\,du}
=\frac{1}{1+ind/d_0},\qquad d_0=\frac{bk_F}{\kappa}.
\end{equation}
With slowly varying prefactors taken at $u=0$, the contrast $Q=(G_P-G_{AP})/(G_P+G_{AP})$ becomes
\begin{align}
Q&=\frac{P_1S_-}{1+S_+},\qquad \mathrm{TMR}=\frac{2Q}{1-Q},\\
S_\pm&=\mathrm{Re}\sum_{n\ge1}(r_\uparrow^n\pm r_\downarrow^n)\frac{e^{in(2k_Fd+\phi)}}{1+ind/d_0}.
\label{law}
\end{align}
In this approximation the first harmonic is reduced by $[1+(d/d_0)^2]^{-1/2}$, which falls as $1/d$ beyond $d_0$. Its phase lags by $\arctan(d/d_0)$. The lag saturates, so the period approaches $\pi/k_F$ at large $d$.

This is a leading-order law for a thick barrier. Against the full angular sum, with $d$ between $0.2b$ and $2b$, its largest error was 0.033, 0.017 and 0.008 for $b=6$, 12 and 24 nm. These errors are relative to $|P_1(r_\uparrow-r_\downarrow)|$, with the parameters of the next section, and halve with each doubling of $b$. For the 1.5 nm barrier used there the error is 0.12.

\section*{A worked junction}

Choose a band depth of 7 eV in N, and 8 and 2 eV for the two spins in both magnets. The barrier is 1.5 eV high and 1.5 nm wide. From $k=\sqrt{2mE}/\hbar$ one obtains $k_F=13.555$, $k_\uparrow=14.491$, $k_\downarrow=7.245$ and $\kappa=6.275\ \mathrm{nm^{-1}}$. Thus
\begin{align}
r_\uparrow&=\frac{13.555-14.491}{13.555+14.491}=-0.033,\\
r_\downarrow&=\frac{13.555-7.245}{13.555+7.245}=0.303,\\
\frac{\pi}{k_F}&=\frac{3.1416}{13.555}=0.2318\ \mathrm{nm}.
\end{align}
Spin up is nearly matched, as in the opening case. Equation (\ref{P1}) gives $P_1=-0.15$, while $P_2$ ranges between $-0.33$ and $0.33$. At normal incidence the TMR can therefore reach $2(0.0505)/(1-0.0505)=10.6\%$ with one sign and $-2(0.0505)/(1+0.0505)=-9.6\%$ with the other.

Summed over angles, the TMR near 3 nm is as follows.
\begin{center}
\begin{tabular}{ccc}
$d$ (nm) & full sum (\%) & Eq. (\ref{law}) (\%)\\
3.000 & $-4.1$ & $-4.4$\\
3.058 & $6.2$ & $7.0$\\
3.116 & $1.8$ & $1.8$\\
3.174 & $-5.5$ & $-6.5$\\
3.232 & $-4.1$ & $-4.5$
\end{tabular}
\end{center}
Over this period the full result runs from $-6.3\%$ to $6.5\%$. Without the spacer it is $3.7\%$. The spacer can exceed that value because $|P_2|$ may be larger than $|P_1|$.

The period found from zero crossings is 0.2331 nm between 1 and 4 nm, and 0.2320 nm between 6 and 12 nm. The phase lag explains the first value: with $d_0=3.24$ nm it grows by 0.59 rad while $2k_Fd$ grows by 81 rad, a lengthening of about 0.7\%, against the 0.6\% found. In the thicker range, changing the magnets' band depths to 9 and 3 eV leaves 0.2320 nm. Changing the spacer's depth to 5 eV instead gives 0.2746 nm, where $\pi/k_F=0.2742$ nm. The period belongs to the spacer.

\section*{Whole atomic layers}

A crystal does not offer every thickness. If $d=Na$, with $N$ an integer and $a$ the layer spacing, then subtracting $2\pi nN$ from the phase $2k_FNa$ changes nothing. The visible period is
\begin{equation}
\Lambda=\frac{\pi}{|k_F-n\pi/a|},
\end{equation}
with $n$ the integer nearest $k_Fa/\pi$. For $a=0.18$ nm, $n=1$ and $\Lambda=0.81$ nm, or 4.5 layers. The full sum sampled at 5 to 44 layers gives 0.79 nm. The angular lag lowers the local value of $2k_F$, moves it further from $2\pi/a$, and so shortens the alias. Maxima at 12 and 17 layers, $5.7\%$ and $6.3\%$, show this slow beat.

\section*{What ``clean'' requires}

Let $\ell$ be the mean free path in N. The coherent amplitude over a round trip of length $2d$ falls by $e^{-2d/(2\ell)}$, so $r_s$ becomes $r_se^{-d/\ell}$. This assumes that scattered electrons finally leave through F2. For $\ell=10$ nm and $d=3$ nm the factor is 0.74.

Thickness steps act differently. Let the terraces be wide enough for their conductances simply to add. If a fraction $p$ of the area is one layer too thin and an equal fraction one layer too thick, the first harmonic is multiplied by
\begin{equation}
1-2p+p(e^{2ik_Fa}+e^{-2ik_Fa})=1-2p(1-\cos2k_Fa).
\end{equation}
For $p=0.25$ this is 0.58; the full angular sum near 3 nm gives 0.57. Thermal smearing at 300 K contributes 0.96. If the three effects act independently, their product is $0.74\times0.57\times0.96\simeq0.40$, and an oscillation of about $\pm6.4\%$ shrinks to about $\pm2.6\%$.

\section*{The model beside a real junction}

The parameters are rough values in the regime of copper between an alumina barrier and cobalt. Two parabolas are a crude picture of cobalt, whose $d$ bands they omit. They even give $P_1$ the wrong sign: the current that cobalt sends through alumina is measured to be positively polarized. The sign of the TMR at a given thickness is therefore not a prediction for this junction. In copper, $k_F$ must be replaced by half the spanning vector of the real Fermi surface at zero in-plane wave number, where a thick barrier transmits best. This selection, and the length $d_0$, assume that the in-plane wave number is conserved, which an amorphous alumina barrier does not guarantee. For (001) layers this gives a period of roughly six layers rather than 4.5. An increase of only 7\% in the model's $k_F$ would produce that shift, because the alias depends on a small difference.

The barrier mass affects the amplitude far more than the period. With a mass of $0.4m$ in the barrier, the matching condition replaces $\kappa^2$ in Eq. (\ref{P1}) by $2.5\kappa^2=98\ \mathrm{nm^{-2}}$, close to $k_\uparrow k_\downarrow=105\ \mathrm{nm^{-2}}$. Then $P_1$ falls to about $-0.011$ and changes sign at a small angle. Prefactors can no longer be taken at $u=0$. The TMR near 3 nm shrinks from about $\pm6.4\%$ to about $\pm1.1\%$, while the period between 6 and 12 nm becomes 0.2331 nm.

The resistance-area product, $2.3\times10^6\ \Omega\,\mu\mathrm{m}^2$ at 3 nm, is far above the roughly $10\ \Omega\,\mu\mathrm{m}^2$ wanted in a memory cell; with a barrier mass of $0.4m$ it would be $2.7\times10^3\ \Omega\,\mu\mathrm{m}^2$. A thinner barrier lowers it but, at fixed $\kappa$ and $k_F$, also lowers $d_0$, so the oscillation decays sooner. A thin barrier also passes oblique electrons with $u>k_\downarrow^2$, for which the minority spin has no propagating state, and the zero mean is lost. With the free-electron mass, $b=0.60$ nm gives $10\ \Omega\,\mu\mathrm{m}^2$; the TMR then oscillates about $+1.8\%$, running from $-1.1\%$ to $5.2\%$ near 3 nm and staying positive near 6 nm. A bias of 10 mV means a barrier field of 0.067 MV/cm, far below breakdown, and shifts the propagation phase $2kd$ at 3 nm by about 0.06 rad at normal incidence. Image forces, spin flips and interface states are left out. The numerical output below lists the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
band depth of spacer: 7.0 eV
band depths of magnets, up/down: 8.0 / 2.0 eV
barrier height, width: 1.5 eV, 1.5 nm
k_F of spacer: 13.555 1/nm
k_up, k_down: 14.491, 7.245 1/nm
kappa: 6.275 1/nm; exp(-2 kappa b): 6.683e-09
r_up, r_down: -0.0334, 0.3033
barrier reflection phase phi: -0.8671 rad
D_N: 1.5249; D_up, D_down direct: 1.4586, 1.9795
thickness mean of D, up/down: 1.5249 / 1.5249
polarization P1: -0.1515
P2 range, normal incidence: -0.3333 to 0.3333
period pi/k_F: 0.2318 nm
measured period, normal incidence: 0.2318 nm
measured, all angles, 1-4 nm: 0.2331 nm
measured, all angles, 6-12 nm: 0.2320 nm
same, magnets 9 and 3 eV: 0.2320 nm
same, spacer 5 eV: 0.2746 nm (pi/k_F 0.2742 nm)
crossover thickness d0: 3.240 nm
angle factor of first harmonic at 1 nm: 0.956
angle factor of first harmonic at 3 nm: 0.734
angle factor of first harmonic at 6 nm: 0.475
law error / P1(r_up-r_down), b=6,12,24 nm: 0.0328, 0.0167, 0.0084
TMR without spacer, all angles: 3.69 %
thickness (nm), TMR exact (%), TMR from harmonic law (%):
  3.0000    -4.10    -4.41
  3.0579     6.17     7.03
  3.1159     1.76     1.75
  3.1738    -5.45    -6.45
  3.2318    -4.13    -4.48
TMR range over this period: -6.30 to 6.53 %
layer spacing: 0.18 nm; folding integer n: 1
aliased period, formula: 0.806 nm = 4.48 layers
aliased period, found: 0.794 nm
layers, thickness (nm), TMR (%):
  10  1.80    -7.72
  11  1.98    -3.63
  12  2.16     5.74
  13  2.34     3.85
  14  2.52    -6.02
  15  2.70    -5.32
  16  2.88     2.24
  17  3.06     6.30
  18  3.24    -2.90
  19  3.42    -5.90
resistance-area product at 3 nm, parallel: 2.29e+06 ohm um2
mean free path: 10 nm; exp(-d/mfp) at 3 nm: 0.741
largest error of scattering law: 0.64 %
roughness, area fraction one layer off each way: 0.25
roughness factor, exact / law: 0.570 / 0.583
thermal factor at 300 K, 3 nm: 0.961
phase shift at 10 mV, 3 nm: 0.0581 rad
barrier field at that bias: 0.067 MV/cm
period with barrier mass 0.4 m_e: 0.2331 nm
up-up current share beyond minority cut-off: 1.2e-04
\end{verbatim}
